# Laplace evidence and the penalty for an unnecessary film layer

An optical fit to a silicon nitride film on silicon can be run with or without a thin silicon dioxide interlayer. The choice decides which film thickness and index are reported, and whether an interface oxide is entered in the process record. The quality of the best fit cannot make this decision by itself: the model without the interlayer is the other model at zero interlayer thickness, so an added layer can never lower the maximum likelihood. The Bayesian evidence can favour the simpler model, because it averages the likelihood over the parameters instead of maximising it.

## Evidence and its quadratic approximation

Let $y$ denote the data, $M$ a model and $\theta$ its $k$ continuous parameters. With likelihood $L(\theta)=p(y|\theta,M)$ and normalised prior density $\pi(\theta)$, the evidence is

$$Z=p(y|M)=\int L(\theta)\,\pi(\theta)\,d^k\theta. \tag{1}$$

For two models, Bayes' theorem gives

$$\frac{p(M_1|y)}{p(M_0|y)}=B_{10}\,\frac{p(M_1)}{p(M_0)},\qquad B_{10}=\frac{Z_1}{Z_0}. \tag{2}$$

A factor common to both likelihoods, such as the normalisation of known Gaussian noise, cancels in $B_{10}$.

Define $\phi(\theta)=-\ln[L(\theta)\pi(\theta)]$. Assume that $\phi$ is smooth and has one dominant minimum $\hat\theta$, well inside the prior region, with a positive definite Hessian $H_{ij}=\partial_i\partial_j\phi(\hat\theta)$. The gradient vanishes there, so with $u=\theta-\hat\theta$

$$\phi(\theta)=\phi(\hat\theta)+\tfrac12u^{\rm T}Hu+O(u^3). \tag{3}$$

Since $H$ is real and symmetric, $H=Q\Lambda Q^{\rm T}$, with $Q$ orthogonal and $\Lambda$ diagonal with entries $\lambda_i>0$. The rotation $v=Q^{\rm T}u$ has unit Jacobian. Extending the limits to infinity adds little when the peak is narrow, and

$$\int e^{-u^{\rm T}Hu/2}d^ku=\prod_{i=1}^k\int_{-\infty}^{\infty}e^{-\lambda_iv_i^2/2}dv_i
=\prod_{i=1}^k\sqrt{\frac{2\pi}{\lambda_i}}=\frac{(2\pi)^{k/2}}{|H|^{1/2}}. \tag{4}$$

Since $e^{-\phi(\hat\theta)}=L(\hat\theta)\pi(\hat\theta)$, equations (1), (3) and (4) give the Laplace approximation

$$\boxed{Z\simeq L(\hat\theta)\,\pi(\hat\theta)\,(2\pi)^{k/2}|H|^{-1/2}}. \tag{5}$$

For a uniform prior over a volume $V$, $\pi(\hat\theta)=1/V$, and (5) becomes

$$Z\simeq L(\hat\theta)\,\frac{(2\pi)^{k/2}|H|^{-1/2}}{V}. \tag{6}$$

The fraction compares the effective volume left by the data with the volume allowed beforehand. Numerator and denominator carry the same units, so it is dimensionless. It is small when most of the prior region predicts the data badly.

## Size of the neglected terms

For $N$ independent data of fixed quality, $\phi$ and its derivatives grow in proportion to $N$. The important displacements are then of order $N^{-1/2}$. A cubic term contributes $N\,(N^{-1/2})^3=N^{-1/2}$ and a quartic term $N\,(N^{-1/2})^4=N^{-1}$. The first-order cubic contribution is odd and integrates to zero over all space. What remains, the quartic term and the square of the cubic term, is of order $1/N$.

In one dimension the coefficient follows directly. Write $\phi_n$ for the $n$th derivative at the minimum and expand the exponential of the small terms:

$$e^{-\phi_3u^3/6-\phi_4u^4/24}\simeq1-\frac{\phi_3u^3}{6}-\frac{\phi_4u^4}{24}+\frac{\phi_3^2u^6}{72}. \tag{7}$$

Under the Gaussian of variance $1/\phi_2$, the means are $\langle u^3\rangle=0$, $\langle u^4\rangle=3/\phi_2^2$ and $\langle u^6\rangle=15/\phi_2^3$. Hence

$$\ln Z-\ln Z_{\rm Laplace}\simeq\frac{5\phi_3^2}{24\phi_2^3}-\frac{\phi_4}{8\phi_2^2}. \tag{8}$$

The integral $\int_0^\infty x^Ne^{-Nx}dx=\Gamma(N+1)/N^{N+1}$ tests this. Here $\phi=N(x-\ln x)$, its minimum is at $x=1$, and $\phi_2=N$, $\phi_3=-2N$, $\phi_4=6N$. Equation (8) gives $5/(6N)-3/(4N)=1/(12N)$. The computed errors are 0.008331 for $N=10$ and 0.000833 for $N=100$, in agreement.

## An optional layer and the wall at zero thickness

Let $M_1$ contain an interlayer of thickness $d$ and known refractive index, and let $M_0$ be the same model with $d=0$. The $m$ other parameters, collected in $\nu$, have the same uniform prior of volume $V_\nu$ in both models. The prior for $d$ is uniform on $[0,D]$ and independent of $\nu$.

If the layer is unnecessary, the best $d$ lies near zero, and noise can push the unconstrained optimum $\hat d$ below zero. Equation (5) then cannot be used as it stands, because its peak is not well inside the allowed region. The optical formula can still be continued smoothly to negative $d$. A negative $\hat d$ locates the centre of the quadratic expansion and has no meaning as a physical thickness; the integration itself stays within $0\le d\le D$.

Let $x=d-\hat d$ and $w=\nu-\hat\nu$, and divide the Hessian of $-\ln L$ into $h=H_{dd}$, a vector $b=H_{\nu d}$ and a block $A_1=H_{\nu\nu}$. Completing the square gives

$$\begin{aligned}
\tfrac12(hx^2+2x\,b^{\rm T}w+w^{\rm T}A_1w)
&=\tfrac12(w+A_1^{-1}bx)^{\rm T}A_1(w+A_1^{-1}bx)+\frac{x^2}{2\sigma^2},\\
\frac1{\sigma^2}&=h-b^{\rm T}A_1^{-1}b. 
\end{aligned}\tag{9}$$

The shift of $w$ at fixed $x$ has unit Jacobian. Integrating over it leaves a Gaussian in $d$ of standard deviation $\sigma$, which is therefore the marginal width, with correlations included. The same step shows that $|H|=|A_1|/\sigma^2$.

The remaining integral is cut off by the prior:

$$\int_0^De^{-(d-\hat d)^2/2\sigma^2}dd=\sqrt{2\pi}\,\sigma W,\qquad
W=\Phi\!\left(\frac{D-\hat d}{\sigma}\right)-\Phi\!\left(-\frac{\hat d}{\sigma}\right), \tag{10}$$

where $\Phi$ is the cumulative standard normal distribution. With $\hat L_1$ the unconstrained maximum likelihood of $M_1$, $\hat L_0$ the maximum for $M_0$, and $A_0$ the Hessian of $M_0$,

$$Z_1\simeq\frac{\hat L_1(2\pi)^{m/2}}{V_\nu|A_1|^{1/2}}\frac{\sqrt{2\pi}\,\sigma W}{D},\qquad
Z_0\simeq\frac{\hat L_0(2\pi)^{m/2}}{V_\nu|A_0|^{1/2}}. \tag{11}$$

Near $d=0$ the two blocks are nearly equal. Setting $A_1=A_0$ and $\Delta=\ln(\hat L_1/\hat L_0)$ gives

$$\boxed{\ln B_{10}\simeq\Delta+\ln\frac{\sqrt{2\pi}\,\sigma}{D}+\ln W}. \tag{12}$$

The first term is the gain of the unconstrained fit; when $\hat d<0$, the physically allowed model cannot attain it. The second is the parameter-volume penalty, provided $\sqrt{2\pi}\sigma<D$. The third accounts for the part of the Gaussian that is physically allowed. When a real layer puts the peak far from $d=0$, the ratio $|A_0|^{1/2}/|A_1|^{1/2}$ from (11) should be kept.

The wall also changes the accuracy. For a one-dimensional peak at $d=0$, the cubic term no longer cancels: $\int_0^\infty x^3e^{-x^2/2\sigma^2}dx=2\sigma^4$, while the leading integral is $\sigma\sqrt{\pi/2}$. The relative correction to $Z_1$ is

$$-\frac{\phi_3}{6}\,\frac{2\sigma^4}{\sigma\sqrt{\pi/2}}=-\frac{\phi_3\sigma^3}{3}\sqrt{\frac2\pi}, \tag{13}$$

which scales as $N\,N^{-3/2}=N^{-1/2}$. With several parameters, mixed cubic terms odd in $x$ have the same scaling.

## Why an unnecessary layer loses

Within the quadratic approximation, setting $d=0$ and refitting $\nu$ makes the first square in (9) vanish and leaves $x=-\hat d$. Therefore

$$\Delta=\frac{\hat d^2}{2\sigma^2}=\frac{z^2}{2},\qquad z=\frac{\hat d}{\sigma}. \tag{14}$$

If $D-\hat d\gg\sigma$, then $W\simeq1-\Phi(-z)=\Phi(z)$, and

$$\ln B_{10}\simeq\frac{z^2}{2}+\ln\Phi(z)-\ln\frac{D}{\sqrt{2\pi}\,\sigma}. \tag{15}$$

Suppose that $M_0$ is true, the noise is Gaussian with known variance, and the response is linear over the width of the peak. Then $z$ is standard normal and $\langle z^2/2\rangle=1/2$. Also, $\Phi(z)$ is uniformly distributed between 0 and 1, so $\langle\ln\Phi(z)\rangle=\int_0^1\ln t\,dt=-1$. The average is

$$\langle\ln B_{10}\rangle_{M_0}\simeq-\frac12-\ln\frac{D}{\sqrt{2\pi}\,\sigma}. \tag{16}$$

More data do not raise the mean gain produced by fitting noise, but they reduce $\sigma$ as $N^{-1/2}$. The evidence against the layer therefore grows as $\frac12\ln N$. If the layer is real, with fixed thickness, $z^2/2$ grows in proportion to $N$ and overtakes this logarithm.

The penalty has a direct meaning. $M_1$ spreads its prior probability over thicknesses from zero to $D$. If the data are compatible only with a strip near zero, the rest of that range made poor predictions and pulls down the average likelihood. Doubling $D$ at fixed data, with $D-\hat d\gg\sigma$, lowers $\ln B_{10}$ by $\ln2$. Within the single-peak form (15), $\ln B_{10}$ falls without bound as $D$ grows, so a wide enough prior rejects a layer whose gain is modest. (For a transparent layer the exact likelihood recurs at very large $d$, so the fall eventually stops.) Hence $D$ must come from process knowledge that does not use the same data.

## Ellipsometric example

Take a 100 nm nitride film with index 2.0 at 700 nm. The interlayer index is 1.46 and its prior range is $D=5$ nm. Film thickness and index are free in both models, with uniform priors from 80 to 120 nm and from 1.9 to 2.1.

The optical functions are rough typical forms. With $\lambda$ in nm, the film index is $n_f+1.1\times10^4(\lambda^{-2}-700^{-2})$. For silicon, the real index is $[1+10.7/(1-(310/\lambda)^2)]^{1/2}$ and the imaginary part is $0.07\,e^{-(\lambda-500)/100}$. For fields varying as $e^{-i\omega t}$, incidence angle $\vartheta$ in air and relative permittivity $\epsilon_j$ in layer $j$, let $q_j=(\epsilon_j-\sin^2\vartheta)^{1/2}$. The interface amplitudes are

$$r^s_{ij}=\frac{q_i-q_j}{q_i+q_j},\qquad
r^p_{ij}=\frac{\epsilon_jq_i-\epsilon_iq_j}{\epsilon_jq_i+\epsilon_iq_j}. \tag{17}$$

If $R_j$ is the reflection amplitude at the bottom of layer $j$, of thickness $d_j$, summing the multiple reflections gives the amplitude at its top,

$$R_i=\frac{r_{ij}+R_je^{2i\beta_j}}{1+r_{ij}R_je^{2i\beta_j}},\qquad \beta_j=\frac{2\pi q_jd_j}{\lambda}, \tag{18}$$

where the $i$ in the exponent is the imaginary unit. Starting at the silicon and working upward gives the total amplitudes $r_s$ and $r_p$. With $\rho=r_p/r_s$, the data are

$$\frac{1-|\rho|^2}{1+|\rho|^2},\qquad\frac{2\,{\rm Re}\rho}{1+|\rho|^2},\qquad\frac{2\,{\rm Im}\rho}{1+|\rho|^2}. \tag{19}$$

There are 21 wavelengths from 500 to 900 nm and two angles, 65° and 75°, hence $3\times21\times2=126$ data. Each is given independent Gaussian noise of standard deviation 0.0005.

For simulated data without an interlayer, the unconstrained fit gives $\hat d=-0.0105$ nm and $\sigma=0.0244$ nm, so $z=-0.43$. The terms of (12) are

$$\begin{aligned}
\Delta&=0.093,\\
\ln(\sqrt{2\pi}\times0.0244/5)&=-4.404,\\
\ln W&=-1.099,\\
\ln B_{10}&=-5.41.
\end{aligned}\tag{20}$$

Direct numerical integration of the nonlinear likelihood also gives $-5.41$. With equal prior odds, the data favour the model without the layer by about 220 to 1. Most of this comes from the volume factor. The window factor would contribute $\ln\frac12=-0.69$ even at $\hat d=0$, where the wall removes half of the Gaussian; it is lower here because this noise sample put $\hat d$ below zero.

For data made with a 1.5 nm interlayer, the fit gives 1.537 nm with $\sigma=0.026$ nm. The gain is 1901.2, and both the full Laplace ratio and direct integration give $\ln B_{10}=1896.8$. The volume penalty is still present, about 4.4, but it is negligible beside the improvement in fit.

In 200 simulated null data sets, each refitted with the nonlinear model, the mean of $2\Delta$ was 0.90. The expected value is 1, with a sampling error of $\sqrt{2/200}=0.10$. Equation (15), with the gain taken from each refit, favoured $M_0$ in every set.

Reducing the noise fourfold is equivalent to averaging 16 repeated measurements. For noise-free null data, whose likelihood still assumes the stated noise, direct integration gives $\ln B_{10}=-5.097$, $-6.484$ and $-7.870$ at noise 0.0005, one quarter and one sixteenth of it. Each step is close to $-\ln4=-1.386$. Between the last two noise levels, the Laplace error falls from 0.000178 to 0.000044, a factor of four for 16 times the data, as the wall scaling requires.

## Break-even thickness and choice of measurement

The evidence is neutral when (15) vanishes. Here $\ln[D/(\sqrt{2\pi}\sigma)]=4.404$, which gives $z\simeq2.97$ and $d=2.97\times0.0244\simeq0.072$ nm. Nonlinear refits to noise-free data also give 0.072 nm. This is less than an atomic spacing: it describes the resolution of an ideal slab model and should not be read as a continuous oxide film.

The width in the penalty must be the marginal one. If film thickness and index were known, $\sigma$ would be 0.0021 nm, nearly 12 times smaller. Using that value while those parameters are fitted would exaggerate the penalty by $\ln(0.0244/0.00209)=2.46$.

Changing the angles to 50° and 60°, with the noise per datum and all else fixed, reduces $\sigma$ from 0.0244 to 0.0159 nm. The volume penalty then grows by $\ln(0.0244/0.0159)=0.43$, while (15) puts the break-even thickness near 0.049 nm. Better resolution thus strengthens the case against an absent layer and lowers the thickness at which a real one is accepted. An instrument whose noise changes with angle needs its own comparison.

## When parameters are not resolved

A parameter is not penalised merely for being present. Insert (14) into the $d$ integral:

$$B_{10}\simeq\frac{e^{\hat d^2/2\sigma^2}}{D}\int_0^De^{-(d-\hat d)^2/2\sigma^2}dd
=\frac1D\int_0^De^{\hat d d/\sigma^2-d^2/2\sigma^2}dd. \tag{21}$$

If $D\ll\sigma$ and $|\hat d|D\ll\sigma^2$, the integrand is nearly one and $B_{10}\to1$. Data that cannot distinguish the allowed thicknesses cannot choose between the models. With the noise raised to 20 per datum, integration over the entire prior box gives $B_{10}=1.00005$. The factor $\sqrt{2\pi}\sigma/D$ without its window would be 489, a spurious preference for the layer.

A different failure occurs if the interlayer index $n_2$ is also free. At $d=0$ the layer is absent, so the predicted data do not depend on $n_2$. For noise-free null data the Hessian has a zero row and column, $|H|=0$, and (5) diverges. The index must be integrated explicitly. For independent priors,

$$B_{10}=\int \pi(n_2)\,B_{10}(n_2)\,dn_2, \tag{22}$$

where $B_{10}(n_2)$ is the Bayes factor at fixed index. With $n_2$ uniform from 1.40 to 1.52, this gives $\ln B_{10}=-5.090$, against $-5.097$ at fixed index 1.46. The additional parameter brings no further penalty: it only averages $B_{10}(n_2)\propto\sigma(n_2)$, and over this narrow range $\sigma$ varies only from 0.021 to 0.029 nm. A wider range matters, because $\sigma$ grows as $n_2$ approaches the film index (0.20 nm at 1.9); with $n_2$ uniform from 1.40 to 1.95, $\ln B_{10}$ rises to about $-3.9$. If $\phi$ has several separate peaks, for instance from different interference orders, their contributions to (1) must be added.

## What a real film changes

A native silicon oxide is roughly 1 to 2 nm thick, so the 1.5 nm case lies in a practical regime. One assumption likely to break is that 0.0005 of independent noise is the whole error. Another is the fixed interlayer index: if the real layer contains nitrogen and its index is above 1.46, the fit reports too small a thickness. The following shifts were found by fitting noise-free data that contain no interlayer but one neglected effect:

- 0.5 nm surface roughness, modelled as an equal mixture of film and void: $+0.183$ nm
- true angle 0.02° above the assumed one: $+0.127$ nm (0.02° below: $-0.128$ nm)
- film dispersion 20% larger: $-0.158$ nm
- silicon index higher by 0.004, roughly a 10 K change: $-0.029$ nm

The first two exceed the break-even thickness and would make the evidence favour a layer that is absent. The negative shifts can hide a thin real one. These sizes are assumed, and published optical constants can differ from the forms used here by more. A Sellmeier nitride dispersion about 40% stronger shifts the fit by $-0.40$ nm. A silicon imaginary index near 0.044 at 500 nm and 0.002 at 900 nm shifts it by about $+0.39$ nm. Some faults show in the residuals: the roughness and dispersion cases leave an excess $\chi^2$ of about 450 and 2650 for 126 data, the angle and silicon-index cases only about 70 and 12. Evidence ranks the models offered; it does not certify that either is adequate.

A crude allowance treats the four shifts as standard deviations of independent Gaussian errors and uses the fitted thickness as the sole summary of the data. Adding their squares to that of the random width gives $\sigma\simeq0.28$ nm. Equation (15) then places break-even near 0.55 nm instead of 0.072 nm. For the fitted 1.54 nm layer, $\ln B_{10}$ falls from about 1900 to about 14. With these assumed sizes the layer is still strongly favoured, but a claim about an oxide of 0.1 nm would not survive; larger errors in the optical constants would reduce the margin further. A fuller analysis makes roughness, angle and optical constants parameters of both models, with priors set by calibration, so that their uncertainty enters $\sigma$ through (9). Linearised, with the four sizes above as prior widths, this gives $\sigma\simeq0.038$ nm and break-even near 0.11 nm, because the data themselves constrain effects with a distinct spectral shape. That figure holds only if these four are the sole errors and their forms are right. The remaining computed values are in the numerical output.

## Computed results

```
Number of data: 126
Noise of each datum: 0.0005
Interlayer prior width D: 5.0 nm
Silicon index at 500 nm: 4.287
Silicon index at 900 nm: 3.625
Gamma integral log error, N=10: 0.008331
Gamma integral log error, N=100: 0.000833
Null data: fitted interlayer: -0.0105 nm
Null data: marginal sigma: 0.0244 nm
Null data: fitted film thickness, M1: 100.0158 nm
Null data: fitted film index, M1: 1.99995
Null data: log-likelihood gain: 0.0929
Null data: log volume factor: -4.4044
Null data: log window factor: -1.0990
Null data: closed-form ln B10: -5.4105
Null data: full Laplace ln B10: -5.4105
Null data: integrated ln B10: -5.4094
Null data: integrated odds M0 to M1, equal prior odds: 223.50
Layer data: true interlayer: 1.5 nm
Layer data: fitted interlayer: 1.5372 nm
Layer data: marginal sigma: 0.0256 nm
Layer data: log-likelihood gain: 1901.166
Layer data: full Laplace ln B10: 1896.812
Layer data: integrated ln B10: 1896.812
Noise/4, noise-free null data: integrated ln B10: -6.4835
Noise/16, noise-free null data: integrated ln B10: -7.8699
Wall error of ln B10 at noise/4: 0.000178
Wall error of ln B10 at noise/16: 0.000044
Break-even interlayer, noise-free data: 0.0724 nm
Integrated ln B10 at break-even: 0.0000
200 null sets: mean of twice the gain: 0.900
200 null sets: thickness scatter / sigma: 0.945
200 null sets: fraction favouring M0: 1.000
Unresolved test: noise of each datum: 20.0
Unresolved test: integrated B10: 1.00005
Unresolved test: volume factor without window: 489.0
Noise-free null data, fixed index 1.46: ln B10: -5.0966
Noise-free null data, index free 1.40-1.52: ln B10: -5.0897
Sigma with film thickness and index known: 0.00209 nm
Marginal sigma, angles 65 and 75 deg: 0.0244 nm
Marginal sigma, angles 50 and 60 deg: 0.0159 nm
Apparent interlayer from surface roughness 0.5 nm: 0.1829 nm
Apparent interlayer from angle offset 0.02 deg: 0.1270 nm
Apparent interlayer from film dispersion 20 percent larger: -0.1579 nm
Apparent interlayer from silicon index +0.004 (roughly 10 K): -0.0288 nm
```
